# Source-Drain Tunnelling Against Thermal Flow: Matching Length and First Correction

A rectangular barrier 0.30 eV high and 4.62 nm long, met by an electron of effective mass 0.20 (in free-electron masses) at 300 K, has a WKB transmission of $9.1\times10^{-6}$ at the bottom of the source band. The Boltzmann factor for reaching the barrier top is the same number. Yet the WKB flow under the barrier is 2.5 times the classical flow over it. Equal factors do not give equal flows, and an expansion in $kT/V$ shows why.

## The matching length

Algebra is in atomic units ($\hbar=m_e=1$); numbers are in eV, nm and K. The energy $E$ and the barrier height $V$ are counted from the bottom of the source subband. Transport is ballistic, in one parabolic subband of mass $m$.

Inside the barrier the wave equation is

$$\psi''=2m(V-E)\,\psi ,$$

with solutions $e^{\pm qz}$, $q=\sqrt{2m(V-E)}$. The amplitude falls by $e^{-qL}$ across the length $L$. Squaring it, and leaving out factors from the edges, gives the WKB transmission

$$T_{\rm W}(E)=e^{-2qL}=e^{-a\sqrt{1-x}},\qquad x=\frac EV,\quad a=2\kappa L,\quad \kappa=\sqrt{2mV}.$$

Let $b=V/kT$. At $E=0$ the factors $e^{-a}$ and $e^{-b}$ agree when $a=b$, so

$$L_*=\frac{b}{2\kappa}=\frac{V}{2kT\sqrt{2mV}}=\frac{1}{kT}\sqrt{\frac{V}{8m}} .$$

The length grows only as $\sqrt V$, because a higher barrier weakens both processes.

For the example, $kT=0.02585$ eV and $b=11.605$. With $\hbar^2/2m=0.1905$ eV nm², $\kappa=\sqrt{0.30/0.1905}=1.2549$ nm⁻¹. Hence

$$L_*=\frac{11.605}{2\times1.2549}=4.62\ \text{nm}\quad(46.2\ \text{angstrom}).$$

## From factors to flows

A state of wavenumber $k$ carries flow in proportion to its velocity $dE/dk$. Since $(dE/dk)\,dk=dE$, the velocity cancels the density of states. For a nondegenerate source the flow is therefore proportional to

$$\int e^{-E/kT}\,T(E)\,dE .$$

Motion across the film width multiplies both flows by one thermal factor, and return flow from a nondegenerate drain multiplies both by another. Neither changes their ratio.

The classical flow over the barrier, with $T=1$ above the top, is

$$\int_V^\infty e^{-E/kT}dE=kT\,e^{-b}.$$

Dividing the WKB flow below the top by this, with $dE=V\,dx$ and $V/kT=b$, gives

$$R=b\int_0^1 e^{\,b(1-x)-a\sqrt{1-x}}\,dx .$$

At $L_*$, where $a=b$, the product of occupation and transmission is $e^{-b[x+\sqrt{1-x}]}$. The bracket equals 1 at both ends. Its derivative, $1-1/(2\sqrt{1-x})$, vanishes at $x=3/4$, where the bracket is $5/4$. Intermediate energies are thus suppressed, by up to $e^{-b/4}\approx0.055$ relative to the ends. For large $b$ the integral comes from the two ends.

## Leading term and first correction

Put $u=\sqrt{1-x}$, so that $x=1-u^2$ and $dx=-2u\,du$. At $a=b$,

$$R_*=b\int_0^1 2u\,e^{-bu(1-u)}\,du .$$

The exponential is unchanged under $u\to1-u$. Averaging the integral with its reflected form replaces $2u$ by $u+(1-u)=1$. The two halves of the range then contribute equally:

$$R_*=2b\int_0^{1/2}e^{-bu(1-u)}du
=2\int_0^{b/2}e^{-v+v^2/b}\,dv,\qquad v=bu .$$

Expand $e^{v^2/b}$ and extend the upper limit to infinity, which costs terms exponentially small in $b$. With $\int_0^\infty v^n e^{-v}dv=n!$,

$$R_*=2\left(1+\frac2b+O(b^{-2})\right).$$

The remainder is controlled. For $w\ge0$, $e^w-1-w\le \tfrac12w^2e^w$. With $w=v^2/b\le v/2$ on this range, the error in the integral is at most

$$\frac1{2b^2}\int_0^\infty v^4e^{-v/2}dv=\frac{384}{b^2},$$

apart from the exponentially small tail. This proves the order, though the constant is far too generous to serve as an error estimate at $b=11.6$.

The leading value is 2, and the first correction raises it to $2(1+0.172)=2.34$. The full integral gives 2.53. The next term, from $v^4/(2b^2)$, adds $2\times12/b^2=0.18$ and brings the sum to 2.52. That closeness is partly luck. The series is asymptotic, and the term after it, from $v^6/(6b^3)$, adds $2\times120/b^3=0.15$ and overshoots to 2.68. At $b=11.6$ the series is good only to about the size of these terms.

The averaging hides which energies carry the flow, so return to the weight $2u$. Near the band bottom set $u=1-w$:

$$2b\int_0(1-w)e^{-bw+bw^2}dw
=2\left(1-\frac1b+\frac2b\right)+\dots=2+\frac2b+\dots$$

Near the top, $u$ is small:

$$2b\int_0 u\,e^{-bu}\,du=\frac2b+\dots$$

The sum is again $2+4/b$. The leading term belongs entirely to the band bottom. Its value is 2 because, as $E$ rises from zero, the growth of transmission cancels half the loss of occupation:

$$x+\sqrt{1-x}=1+\frac x2+\dots$$

The low-energy flow therefore spreads over $2kT$ instead of $kT$. In the full WKB integral, 87% of the tunnelling flow comes from $E<0.75V$.

## The WKB equal-flow length

To make $R=1$, lengthen the barrier so that $a=b+\delta$, with $\delta$ of order one. Near the bottom, use $\sqrt{1-x}=1-x/2-x^2/8-\dots$:

$$b(1-x)-a\sqrt{1-x}=-\delta-\frac{b-\delta}{2}x+\frac a8x^2+\dots$$

With $y=bx/2$, the last two terms become $-y+\delta y/b+y^2/(2b)$ to first order in $1/b$. Since $dx=2\,dy/b$, the bottom contributes

$$2e^{-\delta}\int_0^\infty e^{-y}\left(1+\frac{\delta y}{b}+\frac{y^2}{2b}\right)dy
=2e^{-\delta}\left(1+\frac{\delta+1}{b}\right).$$

The top contributes $2b\int_0 u e^{-au}du=2b/a^2\approx2/b$. It has no factor $e^{-\delta}$, because the tunnelling exponent vanishes there. The condition is

$$2e^{-\delta}\left(1+\frac{\delta+1}{b}\right)+\frac2b=1 .$$

At leading order $\delta=\ln2$. Put $\delta=\ln2+\delta_1/b$, so that $2e^{-\delta}=1-\delta_1/b+\dots$. The terms in $1/b$ give $-\delta_1+\ln2+1+2=0$. Therefore

$$L_{\rm eq}=L_*+\frac1{2\kappa}\left[\ln2+\frac{3+\ln2}{b}+O(b^{-2})\right].$$

The leading shift does not depend on temperature. Numerically,

$$L_{\rm eq}\approx4.624+0.276+0.127=5.03\ \text{nm},$$

against 5.11 nm from the full WKB integral.

## What the sharp edges change

The expansion above is systematic for the WKB model, but that model omits the edge factor. To find it, let the transmitted wave be $e^{ik(z-L)}$ with $k=\sqrt{2mE}$, and write the barrier solution as

$$\psi=Ce^{-q(z-L)}+De^{q(z-L)}.$$

Continuity at $z=L$ requires $C+D=1$ and $q(D-C)=ik$, so $C=\tfrac12(1-ik/q)$. At $z=0$ the $C$ term dominates when $qL\gg1$. The incident amplitude, obtained from $\psi$ and $\psi'$ there, is

$$A=\frac12\left(\psi+\frac{\psi'}{ik}\right)
=\frac{Ce^{qL}}2\left(1+\frac{iq}{k}\right).$$

Thus

$$T=\frac1{|A|^2}=\frac{16k^2q^2}{(k^2+q^2)^2}e^{-2qL}
=16x(1-x)\,e^{-2qL}.$$

The true transmission vanishes at the band bottom, where the two factors were matched. At $E=kT$, $x=1/b$ and the edge factor is 1.26. It turns the WKB value $1.52\times10^{-5}$ into $1.92\times10^{-5}$, in agreement with direct integration of the wave equation.

This factor alters even the leading order of the flow. At $L_*$, with $x=2y/b$, the low-energy contribution becomes

$$\frac{64}{b}\int_0^\infty y e^{-y}\left(1-\frac{2y}{b}+\frac{y^2}{2b}\right)dy
=\frac{64}{b}\left(1-\frac1b\right)+\dots\approx5.0,$$

instead of about 2.2. At $b=11.6$ the two-term value is too high: the full integral with the edge factor over $E<0.75V$ gives 4.4, still twice the WKB value. The extra $x$ moves the important energies upward, to $x$ near $2/b$, where for this barrier the edge factor exceeds one. The increase is not general: for $b$ above about 30 the same formula falls below the WKB contribution $2+2/b$.

The flow over the top also changes. At $E=V$ the barrier solution is linear, $\psi=1+ik(z-L)$, with $k=\kappa$. The incident amplitude is $A=1-i\kappa L/2$, so

$$T(V)=\frac1{1+(\kappa L)^2/4}.$$

At $L_*$, $\kappa L=b/2=5.80$ and $T(V)=0.11$, where the classical count uses 1. With the solved transmission on both sides of the top, the flow ratio at $L_*$ is 15 (4.8 under the top and 0.32 over it, in units of the classical flow $kT\,e^{-b}$), and the equal-flow length is 6.03 nm.

## A smooth barrier

Take the parabola $V(1-4z^2/L^2)$, with $z$ now measured from its centre and $L$ its width at the base. With $z=L\xi/2$, the WKB exponent is

$$S=2\int q\,dz=\kappa L\int_{-\sqrt{1-x}}^{\sqrt{1-x}}\sqrt{1-x-\xi^2}\,d\xi
=\frac\pi2\kappa L(1-x),$$

since the integral is the area of a half disc. Matching at $E=0$ requires $\pi\kappa L/2=b$, or $L=4L_*/\pi=5.89$ nm. Then $e^{-bx}e^{-S}=e^{-b}$ at every energy below the top. The WKB flow is $Ve^{-b}$, which is $b=11.6$ times the classical flow over the barrier.

For a longer barrier write $\pi\kappa L/2=tb$, and let $p=1-x$. The ratio is

$$b\int_0^1e^{-(t-1)bp}\,dp=\frac{1-e^{-(t-1)b}}{t-1}.$$

It equals one at $t=2$, up to a correction of order $e^{-b}$. In this estimate the equal-flow base length is twice the matching length, 11.8 nm.

The important energies now lie within about $kT$ of the top, where $S$ is of order one and WKB is doubtful. The estimate survives this. For a parabola continued without truncation the exact transmission is $1/(1+e^{S})$, with $S=tb(1-x)$ on both sides of the top. At $t=2$, with $y=|V-E|/kT$, the flow under the top has integrand $e^{y}/(1+e^{2y})$ and the flow over it has $e^{-y}/(1+e^{-2y})$, which is the same function, so the flows are again equal up to order $e^{-b}$. Solving the wave equation for the truncated parabola gives 12.2 nm, about 4% more than the estimate. This shift therefore comes from the truncation, where the slope jumps at the feet reflect part of the wave; rounding the feet brings the length back towards 11.8 nm.

## Beside a silicon channel

The parameters are rough values for a thin (001) silicon n-channel film, whose lowest subbands have a transport mass near 0.2. A 4.6 nm barrier is much shorter than the gates of production transistors, which are longer than 10 nm. The sharp rectangular shape is also a strong assumption, since a gate produces a smooth barrier. At fixed height, mass and temperature, replacing the rectangle by the truncated parabola moves the solved equal-flow length from 6.0 to 12.2 nm, measured at the base (11.8 nm without the slope jumps at its feet). The value 4.6 nm is therefore a scale for the exponent, not a minimum channel length.

Other changes, made one at a time, move the rectangular matching length of 4.62 nm as follows:

- A top falling by 0.10 eV towards the drain gives 5.07 nm, with the thermal barrier kept at 0.30 eV.
- Nonparabolic dispersion, $q^2=2mU(1-\alpha U)$ with $U=V-E$ and a rough $\alpha=0.5$ eV⁻¹, gives 5.02 nm.
- Operation at 358 K gives 3.87 nm, because the Boltzmann factor increases.
- Silicon's heavy mass, 0.92, along transport gives 2.16 nm at the same barrier height.
- Thinning the channel from 3.0 to 2.7 nm, with the source film unchanged, raises the hard-wall subband by 0.011 eV and gives 4.71 nm.

Two further changes act on the equal-flow length. Lowering the drain band by 0.50 eV behind a flat barrier moves the solved value from 6.03 to 6.10 nm. A source Fermi level 0.05 eV inside the band, with the barrier top held 0.30 eV above that level, moves the WKB value from 5.11 to 5.22 nm.

Scattering, phonon-assisted tunnelling, band-to-band tunnelling and the self-consistent barrier shape are left out and have not been sized. The numerical output below lists the computed values.

## Numbers as computed

```
barrier height V: 0.30 eV
transport mass: 0.20 electron masses
temperature: 300 K
thermal energy kT: 0.02585 eV
hbar^2/(2m) for this mass: 0.1905 eV nm^2
b = V/kT: 11.605 (no unit)
Boltzmann factor exp(-b): 9.125e-06 (no unit)
decay constant kappa at E=0: 1.2549 1/nm
factor-matching length, rectangle: 4.624 nm
same length: 46.24 angstrom
WKB transmission at E=kT, that length: 1.521e-05 (no unit)
edge factor at E=kT: 1.260 (no unit)
solved transmission at E=kT: 1.917e-05 (no unit)
WKB under/over flow ratio at that length: 2.532 (no unit)
share of WKB tunnelling from E<0.75V: 0.873 (no unit)
solved under/over flow ratio there: 15.132 (no unit)
equal-flow length, rectangle, WKB: 5.107 nm
equal-flow length, rectangle, solved: 6.035 nm
factor-matching base length, parabola: 5.887 nm
WKB flow ratio there, parabola: 11.605 (no unit)
twice that base length: 11.774 nm
equal-flow base length, parabola, solved: 12.225 nm
fall of tilted barrier top: 0.10 eV
factor-matching length, tilted top: 5.073 nm
drain band lowering: 0.50 eV
equal-flow length, lowered drain, solved: 6.098 nm
nonparabolicity: 0.50 1/eV
factor-matching length, nonparabolic: 5.015 nm
heavy silicon mass: 0.92 electron masses
factor-matching length, heavy mass: 2.156 nm
hot operating temperature: 358 K
factor-matching length, hot: 3.875 nm
source Fermi level above subband bottom: 0.05 eV
barrier top above subband bottom, same case: 0.35 eV
equal-flow length, degenerate film, WKB: 5.216 nm
source film thickness: 3.0 nm
thinned channel thickness: 2.7 nm
subband energy, source film: 0.0454 eV
subband energy, thinned channel: 0.0561 eV
barrier height with thinned channel: 0.3107 eV
factor-matching length, thinned channel: 4.705 nm
```
